# Distinct fired cells in a silicon photomultiplier under a simultaneous flash

## Problem

A silicon photomultiplier measures 3 mm × 3 mm and is divided into square cells with a pitch of 50 µm. Each cell is an avalanche diode biased above breakdown. A photon that triggers it discharges the whole cell, which then recharges with a time constant of 20 ns. The pulse from one cell is the same whether one photon or several arrived together.

A picosecond laser illuminates the device uniformly with 9000 photons per flash. The photon detection efficiency, meaning the probability that a photon arriving at the device triggers a fully charged cell, is 0.40.

Call a photon that would trigger a fully charged cell a *would-be detection*. The efficiency is then already included, and must not be applied again.

1. If a flash brings exactly \(n=9000\times0.40=3600\) would-be detections, how many distinct cells fire on average?
2. How much does this number vary from flash to flash, and how well does it determine \(n\)?
3. Does the pulse charge still measure the number of distinct fired cells if the same light is spread over a scintillation decay of 40 ns?

Leave out crosstalk, dark counts and uneven light at first, then estimate their size.

## A tempting solution

There are 3 mm / 50 µm = 60 cells along each side, hence \(N=60^2=3600\) cells. Each would-be detection needs one charged cell, and 3600 are available. The capacity of the device is reached but not exceeded, so every detection is registered and all 3600 cells fire. Saturation begins with the 3601st detection.

## Where it fails

The argument treats the cells as seats that are filled in turn. A photon does not look for a free cell. It lands where it lands, and if another photon has already discharged that cell, it adds nothing.

Two cells and two detections show the fault. There are four equally likely arrangements. In two of them the detections share a cell and one cell fires; in the other two they are separate and both cells fire. The mean is 1.5, although there are enough cells for both.

For \(N\) detections on \(N\) cells, the tempting answer requires each cell to be hit once. Of the \(N^N\) equally likely arrangements, \(N!\) do this. By Stirling's formula the probability is

\[
\frac{N!}{N^N}\approx\sqrt{2\pi N}\,e^{-N},
\]

which is negligible for \(N=3600\). The number of cells is an upper limit on the count, not a threshold below which the response is linear.

## The mean number of fired cells

Assume that each would-be detection falls on any given cell with probability \(1/N\), independently of the others. Follow one cell. One detection misses it with probability \(1-1/N\), and all \(n\) miss it with probability

\[
u_1=\left(1-\frac1N\right)^n .
\]

Let \(I_i=1\) if cell \(i\) fires and \(I_i=0\) otherwise, so that the number of fired cells is \(K=\sum_i I_i\). Each \(I_i\) has mean \(1-u_1\). The mean of a sum is the sum of the means, even for correlated terms, and therefore

\[
F\equiv\langle K\rangle=N\left[1-\left(1-\frac1N\right)^n\right].
\]

For \(N=n=3600\), \(u_1=0.36783\), and

\[
F=3600\,(1-0.36783)\approx 2275.8 .
\]

**On average about 2280 distinct cells fire**, or 63.2 % of the device.

The same law follows from adding the detections one at a time. If \(F_j\) cells have fired on average after \(j\) detections, the next one finds an unfired cell with mean probability \(1-F_j/N\). Hence

\[
F_{j+1}=F_j+1-\frac{F_j}{N},
\qquad
N-F_{j+1}=(N-F_j)\left(1-\frac1N\right).
\]

Each detection multiplies the mean number of unfired cells by \(1-1/N\). Starting from \(N\) unfired cells gives the formula above. As a test, the full probability distribution of \(K\) was built up in this way through 3600 detections; its mean is 2275.82, in agreement with the formula.

### The exponential form and its limits

Let \(a=n/N\) be the mean number of would-be detections per cell. Expanding the logarithm,

\[
n\ln\left(1-\frac1N\right)=-\frac nN-\frac{n}{2N^2}-\dots=-a-\frac{a}{2N}-\dots,
\]

so that \(u_1\approx e^{-a}\,[1-a/(2N)]\) and

\[
F\approx N\left(1-e^{-a}\right)+\frac{a\,e^{-a}}{2}.
\]

The first term gives 2275.63 here. The second is \(0.368/2=0.184\) cell, which is the difference from the exact mean. The exponential form is thus ample for a device of this size.

For weak light, the binomial expansion of \(u_1\) gives

\[
F=n-\frac{n(n-1)}{2N}+\dots
\]

There are \(n(n-1)/2\) pairs of detections, and each pair shares a cell with probability \(1/N\). The response therefore bends from the start, with a fractional loss of about \(a/2\) when \(a\ll1\). For strong light, \(N-F\approx Ne^{-a}\): the last cells are filled slowly, and \(a\) must exceed about \(\ln N\) before fewer than one cell is left unfired on average.

### Where the missing detections went

A given cell is hit exactly once if one of the \(n\) detections lands on it and the other \(n-1\) miss. The mean number of such cells is

\[
N\cdot n\cdot\frac1N\left(1-\frac1N\right)^{n-1}
=n\left(1-\frac1N\right)^{n-1}\approx1324.5 .
\]

The remaining \(2275.8-1324.5=951.3\) fired cells were hit at least twice. They received \(3600-1324.5=2275.5\) detections but gave only 951.3 avalanches, so 1324.2 detections were lost. This equals the mean number of unfired cells because \(n=N\) makes \(n-F\) and \(N-F\) the same.

## The spread from flash to flash

### Exactly 3600 detections

It is easier to count the unfired cells, \(M=N-K\), which have the same variance as \(K\). Two given cells are both missed by all detections with probability \(u_2=(1-2/N)^n\). In \(\langle M^2\rangle\) there are \(N\) terms with equal indices and \(N(N-1)\) with different ones, so

\[
\operatorname{Var}K=Nu_1+N(N-1)u_2-N^2u_1^2 .
\]

To find the limit of large \(N\) at fixed \(a\), group the terms as \(N(u_1-u_2)+N^2(u_2-u_1^2)\). The last bracket is multiplied by \(N^2\), so its \(1/N\) part must be kept:

\[
u_2\approx e^{-2a}\left(1-\frac{2a}{N}\right),\qquad
u_1^2\approx e^{-2a}\left(1-\frac aN\right),\qquad
u_2-u_1^2\approx-\frac aN e^{-2a}.
\]

Hence

\[
\operatorname{Var}K\approx N\left[e^{-a}-(1+a)e^{-2a}\right].
\]

For \(a=1\) this is \(3600\,(0.36788-2\times0.36788^2)\approx350\), a standard deviation of 18.7 cells. The negative term \(-Na\,e^{-2a}\) comes from the fixed total: a detection that hits one cell is not available to another.

### A laser flash

For a laser of steady pulse energy, take the photon number to be Poisson distributed. Independent selection of photons by the detection efficiency leaves a Poisson distribution, here with mean \(\bar n=3600\). Now let \(a=\bar n/N\). The probability of the hit numbers \(k_1,\dots,k_N\), with sum \(m\), is the Poisson probability of \(m\) times the multinomial probability of the arrangement:

\[
e^{-\bar n}\frac{\bar n^{m}}{m!}\;\frac{m!}{k_1!\cdots k_N!}\,\frac1{N^m}
=\prod_{i=1}^N e^{-a}\frac{a^{k_i}}{k_i!}.
\]

The product form shows that the cells are now independent. Each fires with probability \(f=1-e^{-a}\), so the mean is \(N(1-e^{-a})\) and

\[
\operatorname{Var}K=N e^{-a}\left(1-e^{-a}\right).
\]

This is \(3600\times0.36788\times0.63212\approx837\), a standard deviation of 28.9 cells. It exceeds the fixed-\(n\) variance by \(Na\,e^{-2a}=\bar n\,(e^{-a})^2\), the variance of \(n\) multiplied by the square of the slope \(dF/dn\approx e^{-a}\). Any fluctuation of the pulse energy would add to it.

## Recovering the number of detections

Solving the mean law for \(n\) gives the estimate

\[
n_{\rm est}=\frac{\ln(1-K/N)}{\ln(1-1/N)} .
\]

A small error in \(K\) is divided by the slope, hence multiplied by \(e^{a}\). At fixed \(n\), the 18.7 cells become about 51 detections, or 1.4 % of \(n\). This error is due to the random sharing of cells alone. For Poisson light,

\[
\operatorname{Var}n_{\rm est}\approx e^{2a}\,N e^{-a}(1-e^{-a})=N\left(e^{a}-1\right),
\]

which gives a standard deviation of about 79 detections. A counter that registered every detection would have \(\sqrt{3600}=60\). The full distributions of \(K\) give 50.9 and 78.7 for the two cases, against 50.9 and 78.6 from the linear formulas, so linear propagation is adequate here.

Saturation does not mean that more light would spoil the measurement at this point. The relative variance for Poisson light is \((e^a-1)/(Na^2)\), and

\[
\frac{d}{da}\,\frac{e^a-1}{a^2}=\frac{a e^a-2(e^a-1)}{a^3}.
\]

The numerator is \(2-e<0\) at \(a=1\) and \(2>0\) at \(a=2\). The relative error therefore still falls at \(a=1\) and is rising at \(a=2\). This holds if counting statistics are the only source of error and \(N\) is known; an error of \(\delta F\) cells in the assumed response shifts \(n_{\rm est}\) by about \(e^a\,\delta F\) detections, which at \(a=1\) turns a relative error of 1 % in the response into about 1.7 % in \(n_{\rm est}\).

## What "simultaneous" contributes

In this model the number of *distinct* cells that ever fire does not depend on arrival times. The first would-be detection on each cell finds it fully charged, whenever it comes. What changes is the pulse charge, because a cell that has partly recharged can fire again.

Let the would-be detections on one cell be a Poisson process of rate \(\lambda(t)=(a/\tau_d)e^{-t/\tau_d}\), where \(\tau_d\) is the decay time of the light. Suppose that every hit fires the cell, and that a hit at time \(t\) after a previous one at \(s\) releases the fraction \(1-e^{-(t-s)/\tau_r}\) of a full charge, with \(\tau_r\) the recharge time. If all hits released a full charge, the mean would be \(a\) per cell. From this we subtract the deficit for each pair of successive hits. Such a pair requires a hit at \(s\), a hit at \(t\) and none between, so the mean charge per cell, in full-cell charges, is

\[
q=a-\int_0^\infty\! ds\int_s^\infty\! dt\;\lambda(s)\lambda(t)\,
e^{-\int_s^t\lambda(t')dt'}\,e^{-(t-s)/\tau_r}.
\]

Put \(x=e^{-s/\tau_d}\) and \(y=e^{-t/\tau_d}\). Then \(\lambda(s)\,ds\) becomes \(a\,dx\) once the limits are put in rising order, and likewise for \(t\). The integral of \(\lambda\) between the hits is \(a(x-y)\), and the recharge factor is \((y/x)^r\) with \(r=\tau_d/\tau_r\). Finally set \(y=xz\), so that \(dy=x\,dz\):

\[
q=a-a^2\int_0^1dx\,x\int_0^1dz\;z^{r}e^{-ax(1-z)} .
\]

For a very short pulse, \(r\to0\), the inner integral times \(x\) is \((1-e^{-ax})/a\). Its integral over \(x\) is \(1/a-(1-e^{-a})/a^2\), and \(q\to1-e^{-a}\): charge and distinct count agree. For a very long pulse, \(r\to\infty\), the factor \(z^r\) suppresses the integral and \(q\to a\): each detection delivers a full charge.

In reality a partly charged cell has a lower trigger probability. Suppose a hit fails that would have separated two recharge intervals with factors \(u\) and \(v\), each between 0 and 1. The charge \((1-u)+(1-v)\) is replaced by \(1-uv\), a change of

\[
(1-uv)-(1-u)-(1-v)=-(1-u)(1-v)\le0 .
\]

If the last hit fails, its charge is simply lost. Within this recharge model, \(q\) is therefore an upper bound.

For a laser pulse with a decay of 0.05 ns, \(Nq=2278.4\), which is 2.8 above the Poisson mean of 2275.6. The flash is simultaneous for practical purposes. For \(\tau_d=40\) ns, \(r=2\) and \(Nq=3087\). A simulation of random arrivals under the same assumptions gave 3085 with a standard error of 3.6.

The answer to the third question is no. If the bias of every cell is held fixed by the supply, the distinct count is still about 2276. The first avalanche in each of these cells releases a full charge, and every later one adds to it, so the charge exceeds the distinct count. Within this recharge model it is at most 3087 full-cell charges, 36 % above the distinct count. Reading 3087 as a distinct count and inverting the simultaneous law would give \(-3600\ln(1-3087/3600)\approx7000\) detections, almost twice the true number.

## The real device

The efficiency of 0.40, the recharge time of 20 ns, the scintillation decay of 40 ns and the values below are rough, representative figures. For the distinct count in a picosecond flash, and with these figures, the largest correction sized here comes from cells triggering each other. The ranking depends on the figures: a linear variation of the light by about ±43 % would cost as many cells as crosstalk adds.

**Optical crosstalk.** Light from an avalanche can fire neighbouring cells. Let a lone avalanche fire at least one of its four nearest neighbours with probability 5 %. Then \(1-(1-p)^4=0.05\), and the probability per neighbour is \(p=1.27\,\%\). Under Poisson light, a cell with \(d\) neighbours is unfired with probability \(e^{-a}\), and each neighbour independently fires and reaches it with probability \(pf\). The first generation adds on average

\[
\sum_{\rm cells}e^{-a}\left[1-(1-pf)^{d}\right]\approx41.5\ \text{cells},
\]

where edge and corner cells have \(d=3\) and \(d=2\). A simulation of 400 flashes gave \(41.2\pm0.3\), and \(41.8\pm0.3\) with all later generations. The mean count rises by 1.8 % to about 2318, a shift larger than the flash-to-flash spread. If ignored in the inversion, it adds about \(41.8/0.368\approx114\) detections to \(n_{\rm est}\) by the slope alone, and 115 to 116 when the full logarithm is used. Devices with stronger crosstalk need a larger correction.

**Uneven light.** Let cell \(i\) receive \(a(1+\delta_i)\) detections on average, with the total held fixed so that the \(\delta_i\) average to zero. Expanding \(e^{-a(1+\delta_i)}\) to second order, the linear term cancels in the sum and the mean count falls by

\[
\Delta F\approx\frac{N a^2e^{-a}}{2}\,\langle\delta^2\rangle .
\]

For a linear variation of ±20 % across the device, \(\langle\delta^2\rangle=0.01333\) and the loss is 8.83 cells. An explicit sum over the cells gives 8.85. If most of the light fell on a small part of the device, the loss would be far larger, because the count cannot exceed the number of cells in that part plus the number of detections outside it.

**Dark counts.** A rate of 100 kHz/mm² gives 0.90 MHz for 9 mm². In the 100 ns before the flash, five recharge times, this discharges 0.09 cell on average, which is negligible.

**Readout.** With 1.7 million electrons per avalanche, 2276 cells release 620 pC. Passing this through 50 Ω in one recharge time sets a voltage scale of \(620\ \text{pC}\times50\ \Omega/20\ \text{ns}\approx1.55\) V. This overstates the peak, because the load voltage itself limits the current and the unfired cells share their charge. Take an excess bias \(V=3\) V, so that each cell has \(C\approx91\) fF, and take 20 ns as the cell's own time \(R_qC\). The peak load voltage is then \(FV/(N+R_q/R)\approx0.85\) V, and the collective recharge time \((R_q+NR)C\) is about 36 ns. The load therefore takes a sizeable part of the excess bias and disturbs the recharge and the pulse shape. In a picosecond flash it hardly affects which cells fire. During a 40 ns decay it lowers the bias of cells that have not yet fired. Their first avalanches then fall short of a full charge, and with a trigger probability that follows the bias the distinct count drops a few per cent below 2276. A charge measurement at this light level needs its own test of linearity.

The values used here are listed in the numerical output below.

## Table of computed values

```
cells N: 3600 cells
photons in flash: 9000 photons
detection efficiency: 0.40 (fraction)
would-be detections n: 3600 detections
probability a cell is missed: 0.36783 
exp(-n/N): 0.36788 
mean fired, exact formula: 2275.82 cells
mean fired, step-by-step distribution: 2275.82 cells
mean fired, exponential form: 2275.63 cells
exact minus exponential: 0.184 cells
mean fired / N: 63.2 %
cells not fired: 1324.2 cells
cells hit exactly once: 1324.5 cells
cells hit twice or more: 951.3 cells
detections lost: 1324.2 detections
sd of fired, fixed n: 18.7 cells
sd of fired, Poisson n: 28.9 cells
sd of inferred n, fixed n: 50.9 detections
same, linear formula: 50.9 detections
sd of inferred n, Poisson n: 78.7 detections
same, linear formula: 78.6 detections
sd of ideal counter, Poisson n: 60.0 detections
recharge time: 20 ns
laser pulse decay: 0.05 ns
charge, laser pulse: 2278.4 full-cell charges
scintillator decay: 40 ns
charge, scintillator pulse: 3087 full-cell charges
same, simulated: 3085 full-cell charges
standard error of simulation: 3.6 full-cell charges
crosstalk of lone avalanche: 5 %
crosstalk per neighbour: 1.27 %
crosstalk cells, first generation formula: 41.5 cells
same, simulated: 41.2 cells
standard error: 0.3 cells
crosstalk cells, all generations: 41.8 cells
standard error: 0.3 cells
mean fired with crosstalk: 2318 cells
light tilt, plus or minus: 20 %
relative variance of light: 0.01333 
cells lost by tilt, explicit sum: 8.85 cells
cells lost by tilt, formula: 8.83 cells
dark rate of chip: 0.90 MHz
dark-count window before flash: 100 ns
cells discharged by dark counts: 0.09 cells
gain: 1.7 million electrons per avalanche
pulse charge: 620 pC
load resistor: 50 ohm
load voltage scale: 1.55 V
```
